\section*{Vacancy Correlation Factors from Lattice Return Probabilities, with Error Estimates}

\section{Result and assumptions}

On the square and simple-cubic lattices, a tracer atom that moves by exchanging places with vacancies has the correlation factor
\begin{equation}
f=\frac{1+t}{1-t},\qquad t=-\frac{a(2e)}{z}.
\label{eq:result}
\end{equation}
Here $z$ is the number of nearest neighbours, $e$ is a nearest-neighbour vector, and $a(r)$ is the expected number of visits of a free lattice walk to its starting site minus that to the site displaced by $r$. In two dimensions both numbers diverge, and the limit of their difference is meant. The square lattice gives $f=1/(\pi-1)=0.466942$ and the simple-cubic lattice gives $f=0.653109$.

The vacancy fraction $c_v$ tends to zero, vacancies do not interact, and a vacancy exchanges with each neighbour, tracer included, at the same rate. The last condition is relaxed in Section~\ref{sec:isotope}.

The cubic value applies to the anions of fluorite. With half the cell edge as unit, the face-centred-cubic vectors are the integer triples with even sum. The anions occupy two such lattices, displaced from each other by $(1,1,1)$, which has odd sum. Together they fill all integer triples, so the anions form a simple-cubic lattice of spacing $s=a_0/2$, where $a_0$ is the cell edge.

\section{From jumps to return probabilities}

Let the $i$th tracer jump be $s\,u_i$, with $u_i$ a unit vector. After $n$ jumps
\begin{equation}
\langle R^2\rangle=ns^2+2s^2\sum_{m=1}^{n-1}(n-m)\langle u_i\cdot u_{i+m}\rangle .
\end{equation}
After each jump the vacancy responsible lies directly behind the tracer, so $u_i$ fixes the starting condition for the next jump. Reflections that leave $u_i$ unchanged also leave the mean next jump unchanged, which forces $\langle u_{i+1}\rangle=t\,u_i$. Repetition gives $\langle u_i\cdot u_{i+m}\rangle=t^m$. For $|t|<1$,
\begin{equation}
f=\lim_{n\to\infty}\frac{\langle R^2\rangle}{ns^2}
=1+2\sum_{m=1}^{\infty}t^m=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.
\end{equation}

Put the tracer at the origin after a jump along $+x$. The vacancy starts at $-e$. Let $P_b$ be the probability that it first enters the origin from neighbour $b$; the tracer then jumps towards $b$. On the square and simple-cubic lattices every side entry is perpendicular to the last jump and has zero cosine. (On the triangular and face-centred-cubic lattices this fails, and the side entries must be weighted by their cosines.) Hence
\begin{equation}
t=P_{\rm forward}-P_{\rm back}.
\end{equation}
In three dimensions the vacancy may never return. The next jump is then caused by a fresh vacancy, which at vanishing $c_v$ arrives without directional preference and adds zero to $t$. The $P_b$ must therefore not be rescaled to sum to one. Doing so on the cubic lattice would give $t=-0.209842/0.340537=-0.616$ and the wrong value $f=0.237$.

\section{Stopping the walk at the tracer}

Let $p_n(r)$ be the probability that a free walk is displaced by $r$ after $n$ steps. To keep sums finite, let the walk survive each step with probability $\zeta<1$, and define
\begin{equation}
G(r)=\sum_{n\ge0}\zeta^n p_n(r),\qquad G_0=G(0),\qquad a(r)=G_0-G(r).
\end{equation}
The limit $\zeta\to1$ is taken at the end. Let $g(r_1,b)$ be the expected number of visits to $b$, starting from $r_1$, before the origin is entered. A free walk visits $b$ either before or after first reaching the origin. The origin is reached with probability $G(r_1)/G_0$, since each arrival is followed by $G_0$ expected visits, counting the arrival. Hence
\begin{align}
g(r_1,b)&=G(r_1-b)-\frac{G(r_1)G(b)}{G_0}\nonumber\\
&=G_0-a(r_1-b)-\frac{[G_0-a(r_1)][G_0-a(b)]}{G_0}\nonumber\\
&=a(r_1)+a(b)-a(r_1-b)-\frac{a(r_1)a(b)}{G_0}.
\label{eq:killed}
\end{align}
As $\zeta\to1$, $a$ stays finite. In two dimensions $G_0\to\infty$ and the last term vanishes; in three dimensions $G_0$ is finite.

The kernel obeys an averaging rule. One more step turns $p_n$ into $p_{n+1}$, so at $\zeta\to1$ the sum telescopes:
\begin{equation}
\frac1z\sum_b a(r+b)-a(r)=\sum_{n\ge0}[p_n(r)-p_{n+1}(r)]=p_0(r)=\delta_{r,0}.
\label{eq:average}
\end{equation}
At $r=0$ this gives $a(e)=1$, because all neighbours are equivalent and $a(0)=0$.

Each visit to $b$ leads into the origin with probability $1/z$, so $P_b=g(-e,b)/z$. Equation~\eqref{eq:killed} becomes
\begin{equation}
P_b=\frac{1}{z}\left[2-a(-e-b)-\frac1{G_0}\right].
\label{eq:pb}
\end{equation}
For $b=-e$ the kernel is $a(0)=0$; for $b=+e$ it is $a(2e)$. Thus
\begin{equation}
P_{\rm back}=\frac{2-1/G_0}{z},\qquad
P_{\rm forward}=\frac{2-a(2e)-1/G_0}{z},
\end{equation}
and subtraction gives Eq.~\eqref{eq:result}. The escape term cancels. By Eq.~\eqref{eq:average} at $r=-e$, the kernels in Eq.~\eqref{eq:pb} sum to $z$, so $\sum_bP_b=1-1/G_0$, the total return probability.

Keeping only an immediate reversal would set $t=-1/z$ and $f=(z-1)/(z+1)$. This gives 0.600 for the square lattice and 0.714 for the cubic one, too large by 28\% and 9\% of the full values. Longer vacancy paths add more to the backward entry than to the forward entry.

\section{The two lattices}

\subsection{Square lattice}

The Fourier form of $p_n$ and a geometric sum over $n$ give
\begin{equation}
a(r)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_1dk_2}{(2\pi)^2}
\frac{1-\cos(k\cdot r)}{1-\frac12(\cos k_1+\cos k_2)}.
\end{equation}
For $r=(1,1)$ set $k_1=u+v$ and $k_2=u-v$. The denominator becomes $1-\cos u\cos v$ and the numerator $1-\cos2u=2\sin^2u$. Averaging over a full period of $u$ and $v$ covers the original cell uniformly. With $w=\tan(v/2)$ and $\alpha=\cos u$,
\begin{equation}
\int_{-\pi}^{\pi}\frac{dv}{2\pi}\frac1{1-\alpha\cos v}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dw}{(1-\alpha)+(1+\alpha)w^2}
=\frac1{\sqrt{1-\alpha^2}}=\frac1{|\sin u|}.
\end{equation}
Therefore
\begin{equation}
a(1,1)=\int_{-\pi}^{\pi}\frac{du}{2\pi}\,2|\sin u|=\frac4\pi .
\end{equation}
The neighbours of $(1,0)$ are the origin, $(2,0)$ and $(1,\pm1)$. Equation~\eqref{eq:average} gives $a(2,0)+2a(1,1)=4$, so
\begin{equation}
a(2,0)=4-\frac8\pi,\qquad t=\frac2\pi-1,\qquad
f=\frac{2/\pi}{2-2/\pi}=\frac1{\pi-1}.
\end{equation}
The entry probabilities are 0.5000 backward, 0.1366 forward and 0.1817 for each side; they sum to one.

\subsection{Simple-cubic lattice}

Let the walk jump at random times with unit total rate. The mean stay per visit is one, so time spent equals the number of visits on average. The three coordinates move independently, each with rate $1/6$ in either direction. For one coordinate the Fourier sum of the probabilities is $\exp[-(\tau/3)(1-\cos k)]$. The coefficient of $e^{ikl}$ in $\exp(x\cos k)$ is the modified Bessel function $I_l(x)$. Consequently
\begin{equation}
a(l,m,n)=\int_0^\infty d\tau\,e^{-\tau}\left[I_0^3-I_lI_mI_n\right],
\label{eq:bessel}
\end{equation}
with every Bessel argument equal to $\tau/3$. The first term alone gives $G_0=1.516386$. Quadrature gives $a(2,0,0)=1.259050$, hence
\begin{equation}
t=-\frac{1.259050}{6}=-0.209842,\qquad
f=\frac{0.790158}{1.209842}=0.653109.
\end{equation}
The entry probabilities are 0.2234 backward, 0.0136 forward and 0.0259 for each of four sides. Their sum is 0.3405: about two thirds of the vacancies do not return.

\section{Numerical errors}

\paragraph{Conditioning.} Differentiating Eq.~\eqref{eq:result} gives
\begin{equation}
\delta f=\frac{2\,\delta t}{(1-t)^2}=-\frac{2\,\delta a(2e)}{z(1-t)^2}.
\label{eq:condition}
\end{equation}
For the cubic lattice $\delta f=1.366\,\delta t=-0.228\,\delta a$, so a kernel error is reduced in passing to $f$.

\paragraph{Quadrature tail.} For large $x$, $e^{-x}I_l(x)\simeq(2\pi x)^{-1/2}[1-(4l^2-1)/(8x)]$. In Eq.~\eqref{eq:bessel} the leading terms cancel and the integrand falls as $\tau^{-5/2}$. For $(2,0,0)$, cutting the integral at $T$ omits
\begin{equation}
\int_T^\infty\left(\frac{3}{2\pi\tau}\right)^{3/2}\frac6\tau\,d\tau
=4\left(\frac3{2\pi}\right)^{3/2}T^{-3/2}\simeq1.32\,T^{-3/2}.
\end{equation}
The substitution $\tau=1/y^2$, $d\tau=-2y^{-3}dy$, maps the tail to $0<y<1$, where the integrand starts as $y^2$. Ordinary adaptive quadrature then handles it without a cut.

\paragraph{Finite number of steps.} One can instead propagate the vacancy probability step by step. The part of the vacancy distribution that is odd under reflection in the plane through the tracer vanishes at the tracer. Stopping the walk there does not change this part, so it evolves as for a free walk. Forward minus backward entries depend only on it, and the truncated $t$ therefore lacks the terms $[p_m(2e)-p_m(0)]/6$ for the steps not taken. A return to the starting site needs an even number of steps. For large even $m$, the Gaussian limit with its parity factor of two gives
\begin{equation}
p_m(0)-p_m(2e)\simeq2\left(\frac3{2\pi m}\right)^{3/2}\frac6m
\simeq3.96\,m^{-5/2}.
\end{equation}
With 256 entry steps, the missing even terms start at $m=256$. Their sum is about $\frac12\int_{255}^{\infty}3.96\,m^{-5/2}dm=3.2\times10^{-4}$, so $\delta t=5.4\times10^{-5}$ and $\delta f=7.4\times10^{-5}$. Direct propagation gives $f=0.653182$, an excess of $7.3\times10^{-5}$.

\paragraph{Periodic cell.} With one vacancy on $N$ sites of a periodic cell with equal edges, the right side of Eq.~\eqref{eq:average} becomes $\delta_{r,0}-1/N$. The average of $|r+b|^2-|r|^2$ over neighbours is one in units of $s^2$. In an elongated cell the correction also depends on the direction of $r$, and the shift of $f$ can even change sign. Equal edges exclude this at leading order, so that $a_N(r)\simeq a(r)-|r|^2/N$, which gives
\begin{equation}
\delta t\simeq\frac{4}{zN},\qquad
\delta f\simeq\frac{8}{zN(1-t)^2}.
\label{eq:finite}
\end{equation}
For an $11\times11$ square cell this predicts $\delta f=0.0089$; the computed value 0.476008 exceeds the infinite-lattice value by 0.0091. For a cubic cell of edge 7 the prediction is 0.0027 and the computed excess 0.0030. The differences come from higher orders in the inverse cell edge.

These cells also permit a test that uses no return probabilities. Let $k$ be a small wave number along $x$, in units of $1/s$. In the rate matrix for the vacancy position relative to the tracer, each exchange carries a phase factor $e^{ik\Delta x}$, where $\Delta x$ is the tracer displacement in units of $s$. The largest eigenvalue is $-Dk^2$ to leading order. All $N-1$ relative positions are equally likely, so with unit exchange rate $D=f/(N-1)$. At $k=0.005$ this yields $f=0.476007$ and $0.656083$, against $0.476008$ and $0.656084$ from return probabilities.

\section{A tracer with a different jump rate}
\label{sec:isotope}

Let the vacancy exchange with the tracer at rate $\rho$ and with each host atom at rate one. From $-e$, an exchange contributes cosine $-1$. Otherwise the vacancy leaves by one of $z-1$ host jumps. Before it can reach the forward side it must meet the mirror plane through the tracer, where the mean cosine of the next tracer jump is zero. Let $q_j$ be the probability that, after host jump $j$, it returns to $-e$ before meeting this plane. The balance at $-e$ is
\begin{equation}
(\rho+z-1)t=-\rho+t\sum_jq_j.
\end{equation}
With $H=\sum_j(1-q_j)$, the rate at which directional memory is lost,
\begin{equation}
t=-\frac{\rho}{\rho+H},\qquad f(\rho)=\frac{H}{H+2\rho}.
\end{equation}
At $\rho=1$, $H=2f/(1-f)=3.77$ for the cubic lattice. A slow tracer has $f\to1$, because the vacancy forgets its direction before the next exchange. A fast tracer has $f\to0$, and $\rho f\to H/2$: it moves back and forth, and host jumps control its diffusion. On a periodic cell the vacancy can also reach $+e$ around the far boundary, where the mean cosine is $-t$. Then $q_j$ is the probability of reaching $-e$ first minus that of reaching $+e$ first, and the formula keeps its form. With $H$ taken from each cell's own $f$ at $\rho=1$, the eigenvalue calculation at $\rho=0.5$ and $\rho=3$ agrees with this formula within a relative $10^{-4}$.

The tracer diffusivity is proportional to $\rho f(\rho)$, so
\begin{equation}
\frac{d\ln D^*}{d\ln\rho}=1-\frac{2\rho}{H+2\rho}=f(\rho).
\end{equation}
If the jump rate varies as the inverse square root of the mass of the jumping ion, oxygen-18 has $\rho=0.9428$ relative to oxygen-16. Its diffusivity is then lower by 3.8\%, rather than 5.7\%.

\section{Worked example: a fluorite oxide film}

Take $a_0=0.54$ nm, $s=0.27$ nm, a migration energy of 0.60 eV, an attempt frequency of $10^{13}$ Hz, and 1000 K, where $k_BT=0.08617$ eV. The vacancy site fraction is $c_v=2.0\times10^{-5}$. These round inputs lie in the rough regime of nominally pure ceria. The vacancy jump rate in each direction is
\begin{equation}
w=10^{13}\exp\left(-\frac{0.60}{0.08617}\right)\,{\rm s}^{-1}
=9.47\times10^9\,{\rm s}^{-1}.
\end{equation}
The vacancy has six directions, so $D_v=(6w)s^2/6=ws^2=6.90\times10^{-6}$ cm$^2$/s. A given anion finds a vacancy on a chosen side with probability $c_v$, hence
\begin{equation}
D^*=fc_vD_v=0.6531(2.0\times10^{-5})(6.90\times10^{-6})
=9.0\times10^{-11}\,{\rm cm^2/s}.
\end{equation}
An rms displacement of 10 nm along one axis takes $(10^{-6}\,{\rm cm})^2/(2D^*)=5.5$ ms.

Vacancies of charge $2e_0$, where $e_0$ is the elementary charge, and density $n_v=1.016\times10^{18}$ cm$^{-3}$ give the ionic conductivity
\begin{equation}
\sigma=\frac{n_v(2e_0)^2D_v}{k_BT}=5.2\times10^{-5}\,{\rm S/cm}.
\end{equation}
Referred to the anion density $n_v/c_v$, this corresponds to a charge diffusivity $c_vD_v=1.38\times10^{-10}$ cm$^2$/s. The Haven ratio, tracer over charge diffusivity, is therefore $f$ in this dilute, non-interacting model. The barrier matters far more for $D^*$ than the last digits of $f$: raising it by 0.1 eV at fixed temperature divides $D^*$ by 3.2.

Ceria is used in resistive-switching layers. The temperature chosen represents strong local heating, not ordinary chip temperature, and the acceptor content, $8\times10^{-5}$ per cation, is far below the percent-level doping of ceria electrolytes. One assumption that can fail in real layers is that vacancies are free. The acceptors are taken as singly charged (trivalent cations), two per vacancy. A point-charge estimate with relative permittivity 25 gives an acceptor--vacancy binding energy of 0.49 eV and, counting only the eight nearest anion sites of each acceptor, traps about 9\% of the vacancies. Doubly charged acceptors such as calcium, one per vacancy, would double the binding energy and trap about three quarters of the vacancies in the same estimate. If trapped vacancies carry no long-range flux, $D^*$ falls by about the same fraction. With one hundred times more acceptors and vacancies, at the same temperature and binding energy, the ratio of trapped to free vacancies, before acceptor depletion, rises from 0.097 to 9.7. Allowing for occupied acceptors, the trapped fraction $p$ obeys $p/(1-p)=9.7(1-p/2)$, or $p\simeq0.85$. If again only free vacancies carry long-range flux, $D^*$ would be roughly one seventh of the ideal value for that vacancy content. Screening by the free vacancies, left out here, weakens the binding. Multiplying the binding energy by $e^{-d/\lambda}$, with $d$ the acceptor--vacancy distance and $\lambda$ the Debye length of the free vacancies, lowers $p$ to about 0.64; the value depends on this choice of screening factor. With this binding energy the ideal model fails in either case. The outcome hinges on that energy: without screening, 0.30 eV would give $p\simeq0.45$ and 0.15 eV $p\simeq0.15$.

Further omissions are as follows. The example assumes a uniform, bulk-like vacancy fraction. The Debye length is 5.4 nm, so in a film about 10 nm thick charged interfaces can change $c_v$ throughout. The Debye--H\"uckel energy per vacancy, $(2e_0)^2/(8\pi\epsilon\lambda)$ in magnitude, with $\epsilon$ the permittivity and $\lambda$ this Debye length, is $0.25\,k_BT$. A sphere of radius $\lambda$ holds only about 0.7 vacancies, so this mean-field value is rough. It suggests that interactions are not negligible, but does not fix the change in $D^*$. A periodic cell with one vacancy is not a gas of vacancies, but Eq.~\eqref{eq:finite} with $1/N=c_v$ gives the order of the shift of $f$, $10^{-5}$. It overstates the size by about a factor of two: adding a second vacancy to a cubic cell raises $f$ by only about $0.4/N$, against about $0.9/N$ from Eq.~\eqref{eq:finite}. Diagonal jumps with an assumed extra barrier of 0.50 eV would add 1.2\% to $D_v$, and the leading tunnelling correction, with the attempt frequency also used for the barrier top, adds about 1\% to the jump rate. At 1 MV/cm, a field that a film at 1000 K may not withstand, nonlinear hopping raises the drift velocity by 1.6\% above its linear value. Electronic conduction and grain boundaries are left out; a Haven ratio formed from the total conductivity of a mixed conductor would not equal $f$. The numerical output lists the inputs and main results of this example.

\section*{Numbers as computed}
\begin{verbatim}
INFINITE-LATTICE RESULTS (dimensionless)
Square: a(1,1) = 1.273240, a(2,0) = 1.453521
Square: P_back = 0.500000
Square: P_forward = 0.136620
Square: P_side, each of 2 = 0.181690
Square: mean cosine t = -0.363380
Square: f = 0.466942; 1/(pi-1) = 0.466942
Cubic: G0 = 1.516386; total return = 0.340537
Cubic: a(1,1,0) = 1.185237, a(2,0,0) = 1.259050
Cubic: P_back = 0.223423
Cubic: P_forward = 0.013581
Cubic: P_side, each of 4 = 0.025883
Cubic: mean cosine t = -0.209842; f = 0.653109
INDEPENDENT CHECKS (dimensionless)
2D torus, edge 11 sites: f return = 0.476008, f spectrum = 0.476007
3D torus, edge 7 sites: f return = 0.656084, f spectrum = 0.656083
Cubic walk after 256 steps: f = 0.653182
EXAMPLE INPUTS (rough regime of nominally pure ceria)
Cell edge = 0.54 nm; anion spacing = 0.27 nm
Migration energy = 0.60 eV
Attempt frequency = 1.0e+13 Hz
Temperature = 1000 K; kT = 0.08617 eV
Vacancy site fraction = 2.0e-05
Acceptors per cation = 8.0e-05
Relative permittivity = 25
EXAMPLE RESULTS
Vacancy jump rate per direction = 9.4653e+09 1/s
Vacancy density = 1.0161e+18 1/cm3
Vacancy diffusivity = 6.9002e-06 cm2/s
Charge diffusivity = 1.3800e-10 cm2/s
Tracer diffusivity = 9.0131e-11 cm2/s
Ionic conductivity = 5.2142e-05 S/cm
Time for 10 nm rms displacement on one axis = 5.547 ms
NEGLECTED EFFECTS
Point-charge acceptor binding = 0.493 eV
Trapped vacancies, acceptor depletion ignored = 8.87 %
Debye length = 5.41 nm
Screened Coulomb energy / kT = 0.247
Finite-fraction shift of f, periodic estimate = 1.83e-05
Oxygen-18/16 jump-rate ratio, full mass effect = 0.9428
Resulting change of tracer diffusivity = -3.81 %
Assumed extra barrier of diagonal jumps = 0.50 eV
Diagonal-jump share relative to D_v = 1.21 %
Leading tunnelling correction to rate = 0.96 %
Nonlinear drift excess at 1 MV/cm = 1.64 %
\end{verbatim}
